\section*{Full-travel stability of a charge-isolated spring plate with parasitic capacitance}

\section{A travel limit set by a capacitor that does not move}

A square plate of side $100\,\mu\mathrm{m}$ is held by a spring of $5.0\,\mathrm{N/m}$ at a distance of $2.0\,\mu\mathrm{m}$ from a fixed electrode. Charge is put on it slowly in small, brief packets, and the source is disconnected after each one. In the model below, if a fixed capacitor of $22.1\,\mathrm{fF}$ lies in parallel with the gap, the plate can be drawn stably through the whole gap. If that capacitor is $88.5\,\mathrm{fF}$, the plate loses its equilibrium half way, at $1.0\,\mu\mathrm{m}$. The fixed capacitor exerts no force on the plate, yet it decides how far the plate can go.

The explanation is that the two capacitors share their charge. As the gap closes, its capacitance rises and it takes charge from its neighbour, so the attraction grows. The theorem states how much of this growth the spring can withstand.

\section{Assumptions and energy}

\begin{enumerate}
\item The plate is a rigid conductor of area $A$ that moves by parallel translation $x$ towards the electrode, $0\le x<d$, where $d$ is the initial gap. Tilt is excluded for now.
\item The spring force is $-kx$, with $k>0$.
\item The gap capacitance is $C(x)=\varepsilon A/(d-x)$, without edge fields, and $C_0=\varepsilon A/d$. For an air gap $\varepsilon$ is taken as the vacuum value.
\item A constant capacitance $C_p=rC_0$, $r\ge 0$, is connected in parallel. The total charge $Q$ on the two capacitors is fixed during any displacement.
\item Charge is added slowly, so that the plate follows its equilibrium. It must be metered, for instance in packets too brief for the plate to move while the source is connected; slowly raising the voltage of a connected source is a different case, treated below. An equilibrium is called stable if the stiffness, the second derivative of the energy with respect to $x$ at fixed $Q$, is positive.
\end{enumerate}

No source is connected during a displacement, so no work of a battery enters. The potential energy is the sum of the elastic and the electrical energy,
\begin{equation}
U(x)=\frac{kx^2}{2}+\frac{Q^2}{2[C(x)+C_p]} .
\label{energy}
\end{equation}
Let $u=x/d$ and $s=1-u$, the fraction of the gap that remains. Then $C=C_0/s$ and
\[
C+C_p=C_0\left(\frac1s+r\right)=\frac{C_0(1+rs)}{s}.
\]
Dividing (\ref{energy}) by $kd^2$ gives
\begin{equation}
W(u)=\frac{U}{kd^2}=\frac{u^2}{2}+q^2\,\frac{s}{1+rs},
\qquad q^2=\frac{Q^2}{2C_0kd^2}.
\label{scaled}
\end{equation}

\section{Two lemmas}

\paragraph{Lemma 1 (equilibrium).} The plate is in equilibrium at $u$ if and only if
\begin{equation}
q^2=\Phi(u),\qquad \Phi(u)=u\,[1+r(1-u)]^2 .
\label{load}
\end{equation}

\emph{Proof.} By the quotient rule,
\[
\frac{d}{ds}\frac{s}{1+rs}=\frac{(1+rs)-rs}{(1+rs)^2}=\frac{1}{(1+rs)^2}.
\]
Since $ds/du=-1$,
\begin{equation}
W'(u)=u-\frac{q^2}{(1+rs)^2}.
\label{slope}
\end{equation}
Setting this to zero and multiplying by $(1+rs)^2$ gives (\ref{load}). $\square$

The second term of (\ref{slope}) is the attraction in units of $kd$. Its form follows from the charge on the gap alone,
\begin{equation}
Q_g=Q\,\frac{C}{C+C_p}=\frac{Q}{1+rs},
\label{share}
\end{equation}
because the attraction between the plates is $Q_g^2/(2\varepsilon A)$. For $r=0$ all the charge sits on the gap and the force does not depend on distance. For $r>0$ the gap holds the fraction $1/(1+r)$ of the charge when open, and the whole charge in the limit of contact.

\paragraph{Lemma 2 (stiffness).} At an equilibrium the net stiffness is
\begin{equation}
K=k\,\frac{1+r-3ru}{1+r-ru}.
\label{stiff}
\end{equation}

\emph{Proof.} Differentiate (\ref{slope}) at fixed $q$. Since $d(1+rs)/du=-r$,
\[
\frac{d}{du}\left[-q^2(1+rs)^{-2}\right]=2q^2(1+rs)^{-3}(-r),
\]
and therefore
\begin{equation}
W''(u)=1-\frac{2rq^2}{(1+rs)^3}.
\label{curv}
\end{equation}
At equilibrium $q^2=u(1+rs)^2$, so
\[
W''=1-\frac{2ru}{1+rs}=\frac{1+rs-2ru}{1+rs}.
\]
Inserting $s=1-u$ turns the numerator into $1+r-3ru$ and the denominator into $1+r-ru$. Finally $K=d^2U/dx^2=(kd^2/d^2)W''=kW''$. $\square$

\section{The theorem}

\paragraph{Theorem.} Under assumptions 1--5, every equilibrium with $0\le x<d$ is stable if and only if $C_p\le C_0/2$. If $C_p>C_0/2$, the equilibria are stable for
\begin{equation}
\frac{x}{d}<u_*=\frac{1+r}{3r}
\label{limit}
\end{equation}
and not beyond.

\emph{Proof.} The denominator of (\ref{stiff}) is $1+rs>0$, so the sign of $K$ is that of $1+r-3ru$. For $r=0$ this equals 1. For $r>0$ it is positive exactly when $u<u_*$. By Lemma 1 every $u$ in $[0,1)$ is an equilibrium for some charge. All of them are therefore stable if and only if $u_*\ge1$, that is $1+r\ge3r$, or $r\le1/2$. $\square$

At $r=1/2$ the numerator of (\ref{stiff}) is $\tfrac32(1-u)$. The stiffness is positive at every finite gap and vanishes in the limit of contact. The equality is thus allowed, but it leaves no margin there. In general $K\to k(1-2r)$ as $u\to1$.

\paragraph{Corollary 1 (closing charge).} For $r\le1/2$ there is one equilibrium for each charge below
\begin{equation}
Q_{\rm full}=\sqrt{2C_0kd^2}=\sqrt{2\varepsilon Akd},
\label{qfull}
\end{equation}
and contact is approached continuously as $Q\to Q_{\rm full}$.

\emph{Proof.} Differentiating (\ref{load}),
\begin{align*}
\Phi'(u)&=(1+rs)^2-2ru(1+rs)\\
&=(1+rs)(1+r-3ru).
\end{align*}
For $r\le1/2$ this is positive on $[0,1)$, so $\Phi$ rises steadily from $\Phi(0)=0$ to $\Phi(1)=1$. Each $q^2<1$ is met once, and $q=1$ is $Q=Q_{\rm full}$. $\square$

The closing charge does not contain $C_p$, because near contact the gap holds all the charge. The energy is moreover convex over the whole travel when $r\le1/2$ and $q^2\le1$: since $(1+rs)^3\ge1$, equation (\ref{curv}) gives $W''\ge1-2rq^2\ge0$. No second minimum or barrier can then exist.

\paragraph{Corollary 2 (snap and release).} For $r>1/2$ the plate snaps shut when the charge reaches
\begin{equation}
Q_*=Q_{\rm full}\sqrt{\frac{4(1+r)^3}{27r}} .
\label{snap}
\end{equation}
An ideal contact that keeps the charge isolated and adds no thickness or adhesion opens again when $Q$ falls below $Q_{\rm full}$.

\emph{Proof.} $\Phi$ now rises up to $u_*$ and falls beyond it. There $ru_*=(1+r)/3$, so $1+r-ru_*=2(1+r)/3$ and
\[
\Phi(u_*)=\frac{1+r}{3r}\cdot\frac{4(1+r)^2}{9}=\frac{4(1+r)^3}{27r}.
\]
For a larger $q^2$ no equilibrium is left before contact. At $u=1$ the attraction is $q^2$ and the spring force is 1, in units of $kd$, so contact holds for $q^2>1$ and opens for $q^2<1$. Since $\Phi$ falls to 1 at contact, $\Phi(u_*)>1$ and the two charges differ. $\square$

\section{Voltage, and the limit of a large parasitic}

From $V=Q/(C+C_p)=Qs/[C_0(1+rs)]$ and (\ref{load}),
\begin{align}
V^2&=\frac{2C_0kd^2\,u(1+rs)^2\,s^2}{C_0^2(1+rs)^2}\nonumber\\
&=\frac{2kd^2}{C_0}\,u(1-u)^2 .
\label{volt}
\end{align}
The parasitic cancels: a given position needs a given force, hence a given gap field and voltage, however the charge is stored. Since
\[
\frac{d}{du}\,u(1-u)^2=(1-u)(1-3u),
\]
the voltage peaks at $u=1/3$ and then falls, while an isolated plate with $r\le1/2$ moves on stably. A falling voltage is therefore no sign of instability here.

If a source holds $V$ fixed instead, the attraction is $V^2C'(x)/2$ and (\ref{volt}) is still the force balance. Beyond $u=1/3$ a small closing displacement needs less voltage than is applied, so the plate runs away. The same limit follows from (\ref{limit}), where $u_*\to1/3$ as $r\to\infty$: a very large parasitic supplies charge with hardly any change of voltage and acts as a source.

\section{The example in numbers}

The parameters are round values of the size met in surface-micromachined polysilicon plates. The initial capacitance is
\[
C_0=\frac{\varepsilon A}{d}=44.27\,\mathrm{fF},
\]
so full travel allows a parasitic of at most $22.14\,\mathrm{fF}$, and (\ref{qfull}) gives $Q_{\rm full}=1.331\,\mathrm{pC}$.

The travel limits can be found without the lemmas, by raising $Q$ and following the first minimum of (\ref{energy}) on a grid of 20\,000 positions until it disappears. With $k$, $d$ and $A$ held fixed this gives:

\begin{center}
\begin{tabular}{ccc}
$r$ & limit $x/d$ & charge (pC)\\ \hline
0.2 & 1.000 & 1.331\\
0.5 & 1.000 & 1.331\\
0.55 & 0.939 & 1.333\\
1 & 0.667 & 1.449\\
2 & 0.500 & 1.882\\
200 & 0.335 & 103.2
\end{tabular}
\end{center}

The travels agree with the theorem within 0.002 of the gap. For $r=2$, equation (\ref{limit}) gives $3/6=0.5$, and (\ref{snap}) gives $Q_*=\sqrt2\,Q_{\rm full}=1.882\,\mathrm{pC}$. This plate snaps at $1.882\,\mathrm{pC}$ and would open only below $1.331\,\mathrm{pC}$. The row $r=0.55$ shows that a slight excess over one half costs 6\% of the travel.

Now take $r=0.2$ and $Q=0.8\,Q_{\rm full}=1.065\,\mathrm{pC}$, so that $q^2=0.64$. The energy minimum lies at $u=0.5359$, or $x=1.072\,\mu\mathrm{m}$. Equation (\ref{load}) confirms it:
\[
0.5359\,(1+0.2\times0.4641)^2=0.5359\times1.194=0.640 .
\]
The gap capacitance has risen to $44.27/0.4641=95.4\,\mathrm{fF}$. With the parasitic of $8.9\,\mathrm{fF}$ the total is $104.2\,\mathrm{fF}$, and the voltage is $1.065\,\mathrm{pC}/104.2\,\mathrm{fF}=10.2\,\mathrm{V}$. The gap holds $0.974\,\mathrm{pC}$ and the parasitic $0.090\,\mathrm{pC}$. In the open position the parasitic would hold one sixth of the charge, $0.177\,\mathrm{pC}$, so about half of its share has moved to the gap. The stiffness is
\[
K=5.0\times\frac{1.2-0.6\times0.5359}{1.2-0.2\times0.5359}=4.02\,\mathrm{N/m}.
\]
The transfer of charge has cost a fifth of the spring constant. The plate is already past the voltage peak of $11.6\,\mathrm{V}$ at one third of the gap; a source holding $10.2\,\mathrm{V}$ could not keep it there.

\paragraph{Remark (sudden charging).} If the same charge is placed at once on a plate at rest at $x=0$, and damping is neglected, the plate reaches contact when $W(0)\ge W(1)$, that is $q^2/(1+r)\ge1/2$. For $r\le1/2$ and $q^2\le1$ convexity excludes a barrier on the way. With $r=0.2$ the condition is $q^2\ge0.60$, which the state above, with $q^2=0.64$, fulfils. A stable equilibrium exists, but the plate overshoots it as far as contact. Where damping is weak, as in vacuum, slow charging is therefore needed for the theorem's use. In air at atmospheric pressure the squeeze film under this unperforated plate gives an estimated damping ratio of about 2.6 at the open gap, and the plate creeps to $u=0.54$ without overshoot.

\section{Tilt}

\paragraph{Proposition.} Let a square plate of side $w$ also turn by a small angle $\theta$ about a central axis parallel to an edge, against a torsional stiffness $k_\theta$. At an equilibrium with gap $g=d-x$ the net tilt stiffness is
\begin{equation}
K_\theta=k_\theta-\frac{kxw^2}{6g}.
\label{tilt}
\end{equation}

\emph{Proof.} Treat each strip of the plate as locally parallel to the electrode, which is justified for $g\ll w$. Then
\begin{align*}
C(\theta)&=\varepsilon w\int_{-w/2}^{w/2}\frac{dy}{g+\theta y}\\
&\simeq\frac{\varepsilon w}{g}\int_{-w/2}^{w/2}\left(1-\frac{\theta y}{g}+\frac{\theta^2y^2}{g^2}\right)dy\\
&=C\left(1+\frac{\theta^2w^2}{12g^2}\right).
\end{align*}
The linear term vanishes by symmetry at every $x$, so tilt and translation do not mix at this order. The second derivative at $\theta=0$ is $C_{\theta\theta}=Cw^2/(6g^2)$. At fixed charge the electrical energy contributes
\[
-\frac{Q^2C_{\theta\theta}}{2(C+C_p)^2}=-\frac{V^2Cw^2}{12g^2}.
\]
The force balance $V^2C/(2g)=kx$ gives $V^2C/g^2=2kx/g$, and (\ref{tilt}) follows. $\square$

The parasitic does not appear, and the negative term grows without bound as $g\to0$. No finite $k_\theta$ keeps an otherwise free plate level up to contact. If four equal vertical springs $k/4$ sit at the corners, $k_\theta=4(k/4)(w/2)^2=kw^2/4$. Then $K_\theta>0$ requires $u/[6(1-u)]<1/4$, or $u<3/5$. Integration over the tilted plate gives $0.600$ for both $r=0.2$ and $r=0.5$.

For such a suspension tilt sets in at $1.2\,\mu\mathrm{m}$, before the translational limit whenever $(1+r)/(3r)>3/5$, that is $r<5/4$. A small parasitic is then not sufficient for full travel; a guide that prevents tilt is also needed.

\section{What ends the travel of a real plate}

The following estimates take the guided plate and add one effect at a time.

\emph{Surface attraction.} Ideal metal plates at zero temperature attract with the Casimir pressure $\pi^2\hbar c/(240g^4)$. With this force added, the minimum disappears at a remaining gap of $111\,\mathrm{nm}$ for $r=0.2$ and $155\,\mathrm{nm}$ for $r=0.5$. The travel ends at about 94\% and 92\% of the gap. The larger parasitic fares worse, in keeping with the smaller stiffness $k(1-2r)$ that it leaves near contact. Silicon attracts less strongly than an ideal metal, so the actual loss from this force should be smaller. In this sense ``whole travel'' is a statement about electrostatics, not about the last hundred nanometres.

\emph{Bending.} The plate has been taken as rigid. With a Young's modulus of $160\,\mathrm{GPa}$, a plate $2.0\,\mu\mathrm{m}$ thick and held at its corners bends by about $20\,\mathrm{nm}$ at its centre when the full load $kd$ is spread evenly over it. This is small over most of the travel, but not in the last hundred nanometres.

\emph{Edge fields.} For a fixed electrode of the same size as the plate, a thin-plate estimate adds
\[
C_{\rm edge}=\frac{2\varepsilon w}{\pi}\left(1+\ln\frac{2\pi w}{g}\right),
\]
which is 8.6\% of $C_0$ at the open gap. The formula applies a result for long strips to both pairs of edges and overcounts: a three-dimensional solution for thin square plates gives 7.8\%, which moves the figures $0.895$ and $0.41\,C_0$ below to about $0.90$ and $0.42\,C_0$. It varies slowly with $g$ and acts mostly as further parasitic. For $r=0.5$, replacing $r$ by $0.586$ in (\ref{limit}) gives $1.586/1.758=0.90$; the full estimate gives $0.895$. For $r=0.2$ the limit stays at $1.000$ to the digits computed. If the edge capacitance kept its open-gap value, the admissible added parasitic would fall from $0.5\,C_0$ to about $0.41\,C_0$. Its logarithmic growth as the gap closes lowers the bound further, so $0.41\,C_0$ is not yet safe for travel close to contact. A fixed electrode much wider than the plate gives a larger edge capacitance, about 14\% of $C_0$ at the open gap in the three-dimensional solution, and the corresponding bound is only about $0.36\,C_0$. The side walls of a plate as thick as its gap, here $2.0\,\mu\mathrm{m}$, will add more.

\emph{Breakdown and tunnelling.} The peak voltage is 4\% of a rough minimum of $300\,\mathrm{V}$ for avalanche breakdown in air. That minimum belongs to gaps of several micrometres; in narrower gaps breakdown can be set by the field and occur at lower voltage, at fields of roughly $0.5$ to $1\,\mathrm{MV/cm}$ for metal electrodes, so the field is the safer measure of the margin. At equilibrium before contact the gap field is $V/g=\sqrt{2kx/(\varepsilon A)}$, at most $0.150\,\mathrm{MV/cm}$. For a triangular barrier with a rough work function $\phi=4.0\,\mathrm{eV}$, the tunnelling exponent $-4\sqrt{2m}\,\phi^{3/2}/(3\hbar eE)$ is about $-3600$, so field emission from smooth surfaces is negligible. Sharp asperities and tunnelling at nanometre gaps are not covered.

\emph{Leakage.} For the charge to decay over $100\,\mathrm{s}$ at the open gap with $r=0.2$, the insulation must reach $1.9\times10^{15}\,\Omega$. This is a severe demand on supports and surfaces. Slow leakage lets a plate on its stable branch open along its equilibria without a snap. A plate that has closed with $r>1/2$ is different: by Corollary 2 it jumps open once $Q$ falls below $Q_{\rm full}$, for $r=2$ to $u=0.13$.

\emph{Small effects.} The weight of the plate moves it by $0.09\,\mathrm{nm}$, and thermal motion on the bare spring at $300\,\mathrm{K}$ is $0.03\,\mathrm{nm}$. At a doping of $10^{19}\,\mathrm{cm^{-3}}$ the largest field needs the charge of a depleted layer $0.08\,\mathrm{nm}$ thick. The actual penetration is set by the screening length, of the order of a nanometre, still small beside the gaps considered.

Air gaps of this kind are formed by etching away a sacrificial layer beneath the plate. For the dimensions used here, a parasitic below $22\,\mathrm{fF}$ is a strict demand: the $88.5\,\mathrm{fF}$ of the case $r=2$ already halves the travel, and a bond pad $100\,\mu\mathrm{m}$ square on $1\,\mu\mathrm{m}$ of oxide brings about $345\,\mathrm{fF}$, which leaves only 38\% of it. Two assumptions therefore need checking in a real device: the small parasitic, and the absence of tilt, which limits the stable level travel to at most 60\% on the ideal corner springs considered above. Suspension beams that themselves resist rotation can shift this figure. As a rule of design, for slow metered charging, a linear spring, a stiff guided plate and good insulation, the fixed parallel capacitance including the edge fields should stay below half the initial parallel-plate capacitance, with a margin for the growth of the edge capacitance and for surface forces near contact.

\section*{Calculated quantities}
\begin{verbatim}
Plate side: 100 um
Initial gap: 2.0 um
Plate thickness: 2.0 um
Spring constant: 5.0 N/m
Initial gap capacitance C0: 44.27 fF
Largest parasitic for full travel: 22.14 fF
Full-travel charge Q_full: 1.3307 pC
r=0.2: followed travel limit 1.000 of gap, charge 1.331 pC
r=0.5: followed travel limit 1.000 of gap, charge 1.331 pC
r=0.55: followed travel limit 0.939 of gap, charge 1.333 pC
r=1: followed travel limit 0.667 of gap, charge 1.449 pC
r=2: followed travel limit 0.500 of gap, charge 1.882 pC
r=200: followed travel limit 0.335 of gap, charge 103.209 pC
Example r: 0.2; charge: 1.0646 pC
Example travel: 0.5359 of gap = 1.0718 um
Example voltage: 10.212 V
Example charge on gap capacitor: 0.9742 pC
Example charge on parasitic: 0.0904 pC
Example net stiffness: 4.019 N/m
Peak voltage: 11.570 V at travel 0.334 of gap
Tilt limit, corner springs, r=0.2: 0.6000 of gap
Tilt limit, corner springs, r=0.5: 0.6000 of gap
Casimir collapse, r=0.2: remaining gap 111 nm
Casimir collapse, r=0.5: remaining gap 155 nm
Fringe addition to C0: 8.6 percent
Travel limit with fringe, r=0.2: 1.000 of gap
Travel limit with fringe, r=0.5: 0.895 of gap
Rough gas-breakdown minimum: 300 V
Peak voltage / rough breakdown minimum: 0.039
Largest gap field: 0.150 MV/cm
Rough work function: 4.0 eV
Field-emission exponent: -3636 (dimensionless)
Silicon doping: 1.0e+19 cm^-3
Silicon depletion width: 0.083 nm
Sag under weight: 0.091 nm
Thermal rms motion, free spring, 300 K: 0.0288 nm
Leak resistance for 100 s decay, open gap, r=0.2: 1.88e+15 ohm
\end{verbatim}
